# Gaunt matrix elements in jj coupling from vector spherical harmonics

Two electrons in a central field interact through the Gaunt operator

$$G=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}},$$

the current-current part of the instantaneous Breit interaction. Atomic units are used, with $c=1/\alpha$. The orbitals are

$$\phi_a=\frac1r\begin{pmatrix}P_a\,\chi_{\kappa_a m_a}\\ iQ_a\,\chi_{-\kappa_a m_a}\end{pmatrix},\qquad \int_0^\infty(P_a^2+Q_a^2)\,dr=1,$$

with real $P,Q$. The spinors $\chi_{\kappa m}$ couple $l$ and spin, in that order, to $j=|\kappa|-\tfrac12$, where $l=\kappa$ for $\kappa>0$ and $l=-\kappa-1$ for $\kappa<0$. They obey

$$\boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(\kappa+1)\chi_\kappa,\qquad \sigma_r\chi_\kappa=-\chi_{-\kappa},\qquad \sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}.$$

Matrix elements of $G$ are taken in first order between positive-energy orbitals. Radial integrals are written

$$R^L[f,g]=\int_0^\infty\!\!\int_0^\infty f(r_1)\,g(r_2)\,\frac{r_<^L}{r_>^{L+1}}\,dr_1dr_2 .$$

## (a) Separate the two electrons

**Expand $\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}$ in products of one-electron operators of definite total rank $k$.**

The Laplace expansion contains $\sum_mY_{Lm}(1)Y^*_{Lm}(2)$, and the unit tensor is $\sum_q\mathbf e_q\mathbf e_q^*$ in spherical unit vectors. Define

$$\mathbf Y_{kLM}=\sum_q\langle L\,M{-}q,1q|kM\rangle\,Y_{L,M-q}\,\mathbf e_q .$$

Clebsch-Gordan coefficients are orthogonal, so at fixed $L$ the products $Y_{Lm}\mathbf e_q$ can be replaced by the $\mathbf Y_{kLM}$ in the sum over states. Hence

$$\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}}=\sum_{kL}\frac{4\pi}{2L+1}\frac{r_<^L}{r_>^{L+1}}\sum_M[\boldsymbol\alpha_1\cdot\mathbf Y_{kLM}(1)]\,[\boldsymbol\alpha_2\cdot\mathbf Y^*_{kLM}(2)], \tag{1}$$

with $L=k-1,k,k+1$; for $k=0$ only $L=1$ occurs. A change of phase of $\mathbf Y_{kLM}$ drops out of (1), a freedom used next.

## (b) Give the vector harmonics a usable form

**Express $\mathbf Y_{kLM}$ through $\hat{\mathbf r}Y_{kM}$, $r\nabla Y_{kM}$ and $\mathbf LY_{kM}$.**

These three fields rotate as $Y_{kM}$ does, so each has total rank $k$. The Cartesian components of $\nabla(r^kY_{kM})$ are harmonic and homogeneous of degree $k-1$, so their orbital rank is $L=k-1$. Those of $\nabla(r^{-k-1}Y_{kM})$ are harmonic of degree $-k-2$, which means $L=k+1$. Finally, $\mathbf L$ commutes with $\mathbf L^2$, so $\mathbf LY_{kM}$ has $L=k$.

For normalization, $\int|r\nabla Y_{kM}|^2d\Omega=\int|\mathbf LY_{kM}|^2d\Omega=k(k+1)$, and $\nabla Y_{kM}$ is perpendicular to $\hat{\mathbf r}$. The squared norms of the two gradients are therefore $k^2+k(k+1)=k(2k+1)$ and $(k+1)^2+k(k+1)=(k+1)(2k+1)$. Up to phases,

$$\mathbf Y_{k,k-1,M}=\frac{k\,\hat{\mathbf r}Y_{kM}+r\nabla Y_{kM}}{\sqrt{k(2k+1)}},\quad
\mathbf Y_{k,k+1,M}=\frac{(k+1)\hat{\mathbf r}Y_{kM}-r\nabla Y_{kM}}{\sqrt{(k+1)(2k+1)}},\quad
\mathbf Y_{kkM}=\frac{\mathbf LY_{kM}}{\sqrt{k(k+1)}} .$$

Since $Y^*_{kM}=(-1)^MY_{k,-M}$ and $\mathbf L=-i\mathbf r\times\nabla$ is imaginary,

$$\mathbf Y^*_{kLM}=\pm(-1)^M\mathbf Y_{kL,-M}, \tag{2}$$

with the upper sign for $L=k\pm1$ and the lower for $L=k$.

## (c) Find the mixed radial densities

**Evaluate the one-electron matrix elements of $\boldsymbol\alpha\cdot\mathbf Y_{kLM}$.**

The matrix $\boldsymbol\alpha$ joins upper to lower components, so the elements $\langle\kappa_a|\boldsymbol\sigma\cdot\mathbf V|{-\kappa_c}\rangle$ are needed, with magnetic labels suppressed.

*Radial field.* From $\sigma_r\chi_{-\kappa_c}=-\chi_{\kappa_c}$,

$$\langle\kappa_a|\sigma_rY_{kM}|{-\kappa_c}\rangle=-\langle\kappa_a|Y_{kM}|\kappa_c\rangle .$$

*Field $\mathbf LY$.* The product rule gives $\boldsymbol\sigma\cdot(\mathbf LY)=[\boldsymbol\sigma\cdot\mathbf L,Y]$. The eigenvalue is $-(\kappa_a+1)$ on the left and $\kappa_c-1$ on the right, so

$$\langle\kappa_a|\boldsymbol\sigma\cdot(\mathbf LY_{kM})|{-\kappa_c}\rangle=-(\kappa_a+\kappa_c)\langle\kappa_a|Y_{kM}|{-\kappa_c}\rangle .$$

*Gradient field.* The double cross product gives $\hat{\mathbf r}\times\mathbf LY=i\,r\nabla Y$. Because $\hat{\mathbf r}\cdot\mathbf LY=0$,

$$\sigma_r\,\boldsymbol\sigma\cdot(\mathbf LY)=i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf LY)=-\boldsymbol\sigma\cdot(r\nabla Y).$$

Let $\sigma_r$ act to the left, and use the previous result with $\kappa_a\to-\kappa_a$:

$$\langle\kappa_a|\boldsymbol\sigma\cdot(r\nabla Y_{kM})|{-\kappa_c}\rangle=\langle-\kappa_a|\boldsymbol\sigma\cdot(\mathbf LY_{kM})|{-\kappa_c}\rangle=(\kappa_a-\kappa_c)\langle\kappa_a|Y_{kM}|\kappa_c\rangle .$$

The last step uses $\langle-\kappa_a|Y|{-\kappa_c}\rangle=\langle\kappa_a|Y|\kappa_c\rangle$, true because $\sigma_r^2=1$ and $\sigma_r$ commutes with $Y$.

The factor $i$ in the lower components gives the radial density

$$i\big[P_aQ_c\langle\kappa_a|\boldsymbol\sigma\cdot\mathbf V|{-\kappa_c}\rangle-Q_aP_c\langle-\kappa_a|\boldsymbol\sigma\cdot\mathbf V|\kappa_c\rangle\big].$$

The second element follows from the first by reversing both $\kappa$. This leaves the radial-field factor unchanged and reverses the other two. With

$$D_{ac}=P_aQ_c-Q_aP_c,\qquad S_{ac}=P_aQ_c+Q_aP_c,$$

the three fields give

$$\hat{\mathbf r}Y:\ -iD_{ac}\langle\kappa_a|Y|\kappa_c\rangle,\quad
r\nabla Y:\ i(\kappa_a-\kappa_c)S_{ac}\langle\kappa_a|Y|\kappa_c\rangle,\quad
\mathbf LY:\ -i(\kappa_a+\kappa_c)S_{ac}\langle-\kappa_a|Y|\kappa_c\rangle .$$

Inserting them in the harmonics of part (b) gives

$$\begin{aligned}
L=k-1:&\quad -i\sqrt{\tfrac{k}{2k+1}}\;p^-_{ac}\,\langle\kappa_a|Y_{kM}|\kappa_c\rangle, & p^-_{ac}&=D_{ac}+\frac{\kappa_c-\kappa_a}{k}S_{ac},\\
L=k+1:&\quad -i\sqrt{\tfrac{k+1}{2k+1}}\;p^+_{ac}\,\langle\kappa_a|Y_{kM}|\kappa_c\rangle, & p^+_{ac}&=D_{ac}+\frac{\kappa_a-\kappa_c}{k+1}S_{ac},\\
L=k:&\quad -i\,\frac{\kappa_a+\kappa_c}{\sqrt{k(k+1)}}\;S_{ac}\,\langle-\kappa_a|Y_{kM}|\kappa_c\rangle. &&
\end{aligned}$$

Parity requires $l_a+l_c+k$ even in the first two lines. Reversing $\kappa_a$ changes $l_a$ by one, so the third line requires an odd sum.

## (d) Assemble the angular factors

**Find the matrix element between the product states $|(ab)JN\rangle$ and $|(cd)JN\rangle$.**

Let $C^k_M=\sqrt{4\pi/(2k+1)}\,Y_{kM}$. Then $4\pi/(2L+1)$ times two $Y$'s becomes $(2k+1)/(2L+1)$ times two $C$'s. By (2), the sum over $M$ is the scalar product $\sum_M(-1)^MC^k_M(1)C^k_{-M}(2)$. With the minus sign of $G$ and $(-i)^2=-1$, the weights are

$$\begin{aligned}
L=k-1:&\quad -\tfrac{2k+1}{2k-1}(-1)\tfrac{k}{2k+1}=\tfrac{k}{2k-1},\\
L=k+1:&\quad -\tfrac{2k+1}{2k+3}(-1)\tfrac{k+1}{2k+1}=\tfrac{k+1}{2k+3},\\
L=k:&\quad -(-1)(-1)\tfrac{(\kappa_a+\kappa_c)(\kappa_b+\kappa_d)}{k(k+1)} ,
\end{aligned}$$

where the extra minus sign for $L=k$ comes from (2).

*Reduced elements.* They are defined by

$$\langle\kappa_am_a|C^k_M|\kappa_cm_c\rangle=(-1)^{j_a-m_a}\begin{pmatrix}j_a&k&j_c\\-m_a&M&m_c\end{pmatrix}\langle\kappa_a\|C^k\|\kappa_c\rangle .$$

On the polar axis only $m=\lambda=\pm\tfrac12$ survives, and the Clebsch-Gordan coefficients give $\chi_{\kappa\lambda}=\eta_\lambda\sqrt{(2j+1)/8\pi}\,|\lambda\rangle$. Here $\eta_{-1/2}=1$ and $\eta_{1/2}=-\operatorname{sgn}\kappa$. A rotation $\mathcal R$ taking the axis to $\hat{\mathbf r}$ gives

$$\chi_{\kappa m}(\hat{\mathbf r})=\sum_\lambda D^{j*}_{m\lambda}\,\eta_\lambda\sqrt{\tfrac{2j+1}{8\pi}}\;\mathcal R|\lambda\rangle,\qquad C^k_M=D^{k*}_{M0}.$$

Use $D^{j}_{m\lambda}=(-1)^{m-\lambda}D^{j*}_{-m,-\lambda}$ and the integral of three $D$ functions, which is $4\pi$ times two 3j symbols. Then

$$\langle\kappa_a\|C^k\|\kappa_c\rangle=\tfrac12\sqrt{(2j_a+1)(2j_c+1)}\sum_\lambda\eta^a_\lambda\eta^c_\lambda(-1)^{j_a-\lambda}\begin{pmatrix}j_a&k&j_c\\-\lambda&0&\lambda\end{pmatrix}.$$

Reversing $\lambda$ in the 3j symbol costs $(-1)^{j_a+k+j_c}$. With $s=\operatorname{sgn}(\kappa_a\kappa_c)$ the sum is proportional to $s-(-1)^{j_a+j_c+k}$. This vanishes for odd $l_a+l_c+k$ and equals $2s$ for even. In the even case, exchanging the last two columns costs $(-1)^{j_a+j_c+k}=-s$, so

$$\langle\kappa_a\|C^k\|\kappa_c\rangle=(-1)^{j_a+1/2}\sqrt{(2j_a+1)(2j_c+1)}\begin{pmatrix}j_a&j_c&k\\-\frac12&\frac12&0\end{pmatrix}. \tag{3}$$

*Coupling to $J$.* The sum over $m_a,m_b,M$ contains $\langle j_am_aj_bm_b|JN\rangle$ and the two 3j symbols of the scalar product. The 6j symbol obeys

$$\sum_{m_am_bM}(-1)^{j_a+j_b+k+m_b-m_a-M}\begin{pmatrix}j_c&j_a&k\\m_c&-m_a&M\end{pmatrix}\begin{pmatrix}j_b&j_d&k\\-m_b&m_d&-M\end{pmatrix}\begin{pmatrix}j_b&j_a&J\\m_b&m_a&-N\end{pmatrix}=\begin{pmatrix}j_c&j_d&J\\m_c&m_d&-N\end{pmatrix}\begin{Bmatrix}j_a&j_b&J\\j_d&j_c&k\end{Bmatrix},$$

so the three symbols give $\begin{pmatrix}j_c&j_d&J\\m_c&m_d&-N\end{pmatrix}$ times a 6j symbol. The phases present are $(-1)^{j_a-j_b+N}$ from the Clebsch-Gordan coefficient, $(-1)^M$ from the scalar product, and $(-1)^{j_a-m_a+j_b-m_b}$ from the two one-electron elements. Bringing the columns to the order above adds $(-1)^{j_a+j_b+J}$ and $(-1)^{j_b+j_d+k}$; the symbol with $j_a,k,j_c$ needs only a cyclic permutation. Removing the phase used in the identity leaves $(-1)^{N+J+2M+2j_a+j_b+j_d-2m_b}=(-1)^{N+J+2j_a+j_d-j_b}$, since $2M$ and $2j_b-2m_b$ are even. The coefficient $\langle j_cm_cj_dm_d|JN\rangle$ takes up $(-1)^{j_c-j_d+N}$, which leaves $(-1)^{J+2j_a+2j_d-j_b-j_c}=(-1)^{j_b+j_c+J}$, because $2j_a+2j_d$ is even and $j_b+j_c$ is an integer. Thus

$$\langle(ab)J|G|(cd)J\rangle=\sum_k(-1)^{j_b+j_c+J}\begin{Bmatrix}j_a&j_b&J\\j_d&j_c&k\end{Bmatrix}X_k. \tag{4}$$

If $l_a+l_c+k$ and $l_b+l_d+k$ are both even,

$$X_k=\langle\kappa_a\|C^k\|\kappa_c\rangle\langle\kappa_b\|C^k\|\kappa_d\rangle\Big\{\tfrac{k}{2k-1}R^{k-1}[p^-_{ac},p^-_{bd}]+\tfrac{k+1}{2k+3}R^{k+1}[p^+_{ac},p^+_{bd}]\Big\},$$

without the first term at $k=0$. If both are odd,

$$X_k=-\langle-\kappa_a\|C^k\|\kappa_c\rangle\langle-\kappa_b\|C^k\|\kappa_d\rangle\frac{(\kappa_a+\kappa_c)(\kappa_b+\kappa_d)}{k(k+1)}R^k[S_{ac},S_{bd}] .$$

If the parities differ, $X_k=0$. There is no odd term at $k=0$, since $L=k=0$ is absent from (1).

*Exchange.* Interchanging the electrons in $|(cd)J\rangle$ gives $(-1)^{j_c+j_d-J}|(dc)J\rangle$. Normalized antisymmetric states therefore have the element

$$\frac{\langle(ab)J|G|(cd)J\rangle-(-1)^{j_c+j_d-J}\langle(ab)J|G|(dc)J\rangle}{\sqrt{(1+\delta_{ab})(1+\delta_{cd})}} . \tag{5}$$

The numerical check compares this with explicit sums over magnetic quantum numbers that use neither vector harmonics nor 6j symbols.

## (e) Apply the result to $1s^2$

**Obtain the first-order Gaunt energy for a point nucleus, its weak-field limit, and its value for helium-like gold, $Z=79$.**

All orbitals have $\kappa=-1$, so $k=0,1$. At $k=0$, $D=0$ and the $\kappa$ difference vanishes. At $k=1$ the parity sum is odd and $S=2PQ$. Equation (3) gives the reduced element $-2/\sqrt6$, whose square is $2/3$. Hence $X_1=-\tfrac23\cdot\tfrac42R^1=-\tfrac43R^1$. For $J=0$ the phase is $-1$ and the 6j symbol is $\tfrac12$, so

$$E=\tfrac23R^1[2PQ,2PQ].$$

The product state is already antisymmetric, and (5) returns the same value.

With $\gamma=\sqrt{1-Z^2\alpha^2}$, the $1s$ functions are proportional to $r^\gamma e^{-Zr}$. The $1/r$ terms of the radial equation $c(P'-P/r)-(Z/r)Q-(c^2+\varepsilon)Q=0$, where $\varepsilon$ includes the rest energy, give $Q/P=-(1-\gamma)/(Z\alpha)$. Therefore

$$\frac{PQ}{P^2+Q^2}=-\frac{(1-\gamma)/(Z\alpha)}{2/(1+\gamma)}=-\frac{Z\alpha}2,\qquad E=\tfrac23(Z\alpha)^2R^1[\rho,\rho],$$

where $\rho=P^2+Q^2=(2Z)^{2\gamma+1}r^{2\gamma}e^{-2Zr}/\Gamma(2\gamma+1)$. Set $r_<=t\,r_>$; the two orderings contribute equally, and the $r_>$ integral is a gamma function:

$$E=\frac23(Z\alpha)^2\,\frac{4Z\,\Gamma(4\gamma+1)}{\Gamma(2\gamma+1)^2}\int_0^1\frac{t^{2\gamma+1}}{(1+t)^{4\gamma+1}}\,dt .$$

For $\gamma\to1$ the integral is $\tfrac14[t/(1+t)]^4\big|_0^1=1/64$, so $R^1=3Z/8$ and $E\to\alpha^2Z^3/4$. This is the contact energy of two spin moments, $-\tfrac{8\pi}3\alpha^2\langle\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r_{12})\rangle$, with $\mathbf s_1\cdot\mathbf s_2=-\tfrac34$ and $\langle\delta(\mathbf r_{12})\rangle=Z^3/8\pi$. It is positive for the singlet.

For gold, $R^1[2PQ,2PQ]=11.0633$ hartree, and

$$E=\tfrac23\times11.0633=7.376\ \text{hartree}\quad(200.7\ \text{eV}).$$

The weak-field value is 6.564 hartree, so the relativistic orbitals raise the energy by 12.4% of that value. The Coulomb repulsion with the same orbitals is 57.11 hartree; the Gaunt energy is 12.9% of it. These orbitals are those of one electron at a point nucleus. A uniformly charged nucleus of rms radius 5.44 fm lowers the Gaunt energy to 7.363 hartree, orbitals screened by the other electron (Dirac-Hartree-Fock) lower it to 7.284, and both together give 7.271, which is 1.4% below the value above.

## (f) Separate direct and exchange terms in $1s2p_{1/2}$

**Explain the difference between the $J=0$ and $J=1$ Gaunt energies in the same ion.**

*Direct term.* At $k=1$ the $\kappa$ sums are $-2$ and $+2$, so the weight is $-(-2)(2)/2=2$. The reduced elements multiply to $2/3$. Phase times 6j symbol is $-\tfrac12$ for $J=0$ and $+\tfrac16$ for $J=1$, giving coefficients $-\tfrac23$ and $\tfrac29$. The $k=0$ term again has zero density.

*Exchange term.* Now $\kappa$ goes from $-1$ to $+1$ and $k=1$ has even parity. Writing $s$ for $1s$ and $p$ for $2p_{1/2}$,

$$p^-_{sp}=D_{sp}+2S_{sp}=3P_sQ_p+Q_sP_p,\qquad p^+_{sp}=D_{sp}-S_{sp}=-2Q_sP_p .$$

Interchanging the labels reverses both densities, so the radial integrals are $-R^0[p^-_{sp},p^-_{sp}]$ and $-R^2[p^+_{sp},p^+_{sp}]$. Their weights are $1$ and $\tfrac25$. With the exchange sign from (5), the coefficients are $-\tfrac13,-\tfrac2{15}$ for $J=0$ and $-\tfrac19,-\tfrac2{45}$ for $J=1$.

The radial integrals are $-2.151$ (direct), $-5.017$ (exchange, $L=0$) and $-1.467$ hartree (exchange, $L=2$). In hartree,

$$\begin{aligned}
E(J=0)&=1.434+1.672+0.196=3.302\quad(89.8\ \text{eV}),\\
E(J=1)&=-0.4779+0.5575+0.0652=0.1448\quad(3.9\ \text{eV}).
\end{aligned}$$

The exchange part keeps its sign and falls by a factor of three. The direct part, proportional to $\mathbf j_1\cdot\mathbf j_2$, changes by a factor $-\tfrac13$. The terms therefore add for $J=0$ and nearly cancel for $J=1$.

These are matrix elements, not level energies. At $J=1$, $G$ also connects $1s2p_{1/2}$ to $1s2p_{3/2}$, with an element of magnitude 0.927 hartree, larger than the two $J=1$ diagonal elements, 0.145 hartree for $1s2p_{1/2}$ and 0.478 hartree for $1s2p_{3/2}$. The orbital energies differ by $879.2-797.0=82.2$ hartree, so $G$ alone mixes the states with an amplitude of about 0.011. The Coulomb repulsion connects the same two states with an element of magnitude 1.239 hartree and opposite sign, so the two together mix them less, with an amplitude of about 0.004.

The instantaneous form is also approximate. In the exchange term the photon carries $\omega=3434.6-879.2=2555.4$ hartree. Over a distance $1/Z$ this gives a phase $\alpha\omega/Z\approx0.24$, and the factor $\cos(\alpha\omega r_{12})$ that frequency dependence puts into the kernel departs from one by about half its square, some 3%. This figure holds at one distance; the change in the exchange term itself depends on an average over $r_{12}$ and is not computed here. The terms listed above do show how much such a change would matter: a small relative change in the exchange term changes the $J=0$ energy by 0.57 times that fraction, but the $J=1$ energy by 4.3 times, because there the direct term cancels most of the exchange term. A level calculation would need frequency dependence and the remaining part of the Breit interaction, along with Coulomb correlation, nuclear size and radiative corrections. In instantaneous form the remaining part contributes $-0.250$ hartree for $J=0$ and $-0.083$ hartree for $J=1$, the latter more than half of the Gaunt value.

## Computed results

```
Nuclear charge Z = 79
Fine-structure constant alpha = 0.007297353
Z alpha = 0.576491
1 hartree = 27.211386 eV
gamma for |kappa|=1: 0.817104; for |kappa|=2: 1.915113
Orbital energy 1s, rest energy removed: -3434.5868 hartree
Orbital energy 2s, rest energy removed: -879.2295 hartree
Orbital energy 2p1/2, rest energy removed: -879.2295 hartree
Orbital energy 2p3/2, rest energy removed: -797.0395 hartree
Tensor expansion, L up to 10, largest error: 4.4e-09 bohr^-1
Spin-angular elements compared: 14904
Spin-angular elements, largest error: 3.3e-15
Coupled elements, largest error: 4.4e-14 hartree
1s^2: R^1[2PQ,2PQ] = 11.063262 hartree
1s^2: Gaunt energy = 7.375508 hartree
1s^2: closed form = 7.375508 hartree
1s^2: weak-field value alpha^2 Z^3/4 = 6.563749 hartree
1s^2: Gaunt energy / weak-field value = 1.123673
1s^2: Coulomb energy = 57.112251 hartree
1s^2: Gaunt / Coulomb = 0.129141
Z=1, 1s^2: Gaunt energy / weak-field value = 1.0000158
1s 2p1/2, J=0: coefficient, radial integral, product (hartree)
  direct k=0 L=1: 0.333333, 0.000000, 0.000000
  direct k=1 L=1: -0.666667, -2.150603, 1.433736
  exchange k=1 L=0: -0.333333, -5.017344, 1.672448
  exchange k=1 L=2: -0.133333, -1.467170, 0.195623
1s 2p1/2, J=1: coefficient, radial integral, product (hartree)
  direct k=0 L=1: 0.333333, 0.000000, 0.000000
  direct k=1 L=1: 0.222222, -2.150603, -0.477912
  exchange k=1 L=0: -0.111111, -5.017344, 0.557483
  exchange k=1 L=2: -0.044444, -1.467170, 0.065208
Coupled elements: formula (hartree), explicit sum (hartree), formula (eV)
  <1s 1s|G|1s 1s> J=0: 7.375508, 7.375508, 200.698
  <1s 2s|G|1s 2s> J=0: 1.461991, 1.461991, 39.783
  <1s 2s|G|1s 2s> J=1: 0.098953, 0.098953, 2.693
  <1s 2p1/2|G|1s 2p1/2> J=0: 3.301806, 3.301806, 89.847
  <1s 2p1/2|G|1s 2p1/2> J=1: 0.144778, 0.144778, 3.940
  <1s 2p3/2|G|1s 2p3/2> J=1: 0.477728, 0.477728, 13.000
  <1s 2p3/2|G|1s 2p3/2> J=2: 0.414002, 0.414002, 11.266
  <1s 2p1/2|G|1s 2p3/2> J=1: -0.926540, -0.926540, -25.212
  <1s 2p3/2|G|2s 2p1/2> J=1: -0.285296, -0.285296, -7.763
```
